**Roughening of vicinal surfaces compared with their parent facet**

The program tests the condition (W/kT) exp(ε/kT) = C for the roughening of a regular array of steps, where ε is the kink energy and W is the curvature of the step repulsion per atomic row. It asserts that explicit sums reproduce the mean square wandering of a free step and the logarithmic growth of fluctuations in a Gaussian surface. For steps that interact only by not crossing, it asserts that the scaling dimension of the lattice pinning is K = p², with p the step spacing in rows; the surface is rough when K > 2. Diagonalization of rings of 4, 6 and 8 steps gives C ≈ 2.15 by extrapolation, against π²/2 from bare stiffnesses. The program also asserts that the free energy of a displacement line falls as 1/N in the rough phase and stays nearly constant in the smooth phase, where N is the number of steps. With rough copper-like parameters, the output gives roughening at 370 K for (115) and 207 K for (1 1 13), against a facet estimate of about 1700 K. For (115), the full repulsion with no crossing gives 405 K, and repulsion from all further steps gives 408 K.

## Verification by program

```python
"""Why vicinal surfaces roughen far below their parent facet.

Result under test: steps with kink energy eps and interaction curvature W
(per atomic row) roughen at (W/kT) exp(eps/kT) = C. Bare stiffnesses give
C = pi^2/2; fluctuations lower C. The facet roughens only at kT ~ eps.
Symbols: u    integer displacement of a step (vicinal) or height (facet)
         m    difference of u between lateral neighbours
         M    sum of m around a ring of N columns (a forced lateral tilt)
         p    mean step spacing in atomic rows
         s2   mean square displacement of a free step per row
         K    scaling dimension of the lattice pinning; rough if K > 2
         U    W/(kT) divided by the kink weight s2/2
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh

K_B = constants.k / constants.e          # eV/K
TWIST = 0.1                              # small phase used for a derivative


def kink_variance(x):
    """Mean square displacement per row of a free step, x = eps/kT."""
    return 1.0 / (2.0 * np.sinh(x / 2.0) ** 2)


# ---- free step: explicit sum over kink heights against the closed form
for x in (0.8, 2.0, 5.0):
    k = np.arange(-200, 201)
    weight = np.exp(-x * np.abs(k))
    explicit = (k**2 * weight).sum() / weight.sum()
    assert abs(explicit / kink_variance(x) - 1) < 1e-9

# ---- Gaussian surface: logarithmic growth from an explicit lattice sum
size, stiff_y, stiff_x = 2048, 1.0, 0.25
c = 2 - 2 * np.cos(2 * np.pi * np.arange(size) / size)
den = stiff_x * c[:, None] + stiff_y * c[None, :]
den[0, 0] = np.inf
mode_sum = (1 / den).sum(axis=1) / size**2
del den
q = 2 * np.pi * np.arange(size) / size
spread = [(2 * (1 - np.cos(q * r)) * mode_sum).sum() for r in (16, 32)]
log_slope = (spread[1] - spread[0]) / np.log(2)
log_slope_formula = 1 / (np.pi * np.sqrt(stiff_x * stiff_y))
assert abs(log_slope / log_slope_formula - 1) < 0.01


# ---- steps that only may not cross: free fermions, expected K = p^2
def fermion_energy(n_steps, n_sites, phase=0.0):
    wave = 2 * np.pi / n_sites * (np.arange(n_steps) - (n_steps - 1) // 2)
    return -2 * np.cos(wave + phase / n_steps).sum()


entropic_K = {}
for p in (2, 3, 5):
    n = 101
    e0 = fermion_energy(n, p * n)
    tilt = n * (fermion_energy(n, p * n + 1)
                + fermion_energy(n, p * n - 1) - 2 * e0)
    spread_rate = 2 * n * (fermion_energy(n, p * n, TWIST) - e0) / TWIST**2
    entropic_K[p] = np.pi * np.sqrt(spread_rate / tilt)
    assert abs(entropic_K[p] / p**2 - 1) < 0.01


# ---- low-temperature chain of N interacting steps, kink weight = 1
@lru_cache(maxsize=None)
def chain_sector(n, total):
    m = np.indices((5,) * n).reshape(n, -1).T - 2
    m = m[m.sum(axis=1) == total]
    place = 5 ** np.arange(n)[::-1]
    key = (m + 2) @ place                # ascending by construction
    rows, cols = [], []
    for i in range(n):                   # step i advances by one row
        ok = np.flatnonzero((m[:, i] > -2) & (m[:, i - 1] < 2))
        rows.append(np.searchsorted(key, key[ok] - place[i] + place[i - 1]))
        cols.append(ok)
    rows, cols = np.concatenate(rows), np.concatenate(cols)
    hop = csr_matrix((np.ones(len(rows)), (rows, cols)),
                     shape=(len(m), len(m)))
    return 0.5 * (m**2).sum(axis=1), hop, hop.T.tocsr()


def chain_energy(n, total, u_ratio, twist=0.0):
    """Free energy per row over kT, in units of the kink weight."""
    square, up, down = chain_sector(n, total)
    if twist:
        f = np.exp(1j * twist / n)
        move = f * up + np.conj(f) * down
    else:
        move = up + down
    h = (diags(u_ratio * square) - move).tocsr()
    start = np.ones(h.shape[0], dtype=h.dtype)
    return eigsh(h, k=1, which="SA", v0=start, tol=1e-10,
                 return_eigenvectors=False)[0]


def chain_K(n, u_ratio):
    e0 = chain_energy(n, 0, u_ratio)
    tilt = 2 * n * (chain_energy(n, 1, u_ratio) - e0)
    rate = 2 * n * (chain_energy(n, 0, u_ratio, TWIST) - e0) / TWIST**2
    return np.pi * np.sqrt(rate / tilt)


grid = np.array([1.2, 1.8, 2.4, 3.0, 3.8, 5.0])
K_grid = {n: np.array([chain_K(n, g) for g in grid]) for n in (4, 6, 8)}
K_of_U = {n: CubicSpline(grid, K_grid[n]) for n in K_grid}
assert np.all(K_grid[8][1:] < K_grid[6][1:])
assert np.all(K_grid[6][1:] < K_grid[4][1:])
U_at_K2 = {n: brentq(lambda g: K_of_U[n](g) - 2, 1.2, 5.0) for n in K_of_U}


def critical_U(n1, n2):
    """U at which 1/(K-2) grows exactly as the logarithm of size."""
    def gap(g):
        return (1 / (K_of_U[n2](g) - 2) - 1 / (K_of_U[n1](g) - 2)
                - np.log(n2 / n1))
    return brentq(gap, 1.2, U_at_K2[n2] - 1e-3)


C_small, C_num = critical_U(4, 6), critical_U(6, 8)
C_bare = np.pi**2 / 2
# C enters the temperature through its logarithm, so 15 % is ample
assert abs(C_small / C_num - 1) < 0.15
assert 1.7 < C_num < 2.9 < C_bare

# ---- free energy of a line across which the displacement changes by one
line = {g: [chain_energy(n, 1, g) - chain_energy(n, 0, g) for n in (4, 8)]
        for g in (1.2, 8.0)}
assert abs(line[1.2][1] / line[1.2][0] - 0.5) < 0.05    # rough: as 1/N
assert line[8.0][1] / line[8.0][0] > 0.9                # smooth: finite


# ---- full lattice strip of four columns, any lateral energy
@lru_cache(maxsize=None)
def strip_sector(m_max, total):
    m = np.indices((2 * m_max + 1,) * 4).reshape(4, -1).T - m_max
    m = m[m.sum(axis=1) == total]
    h = np.cumsum(m, axis=1) - m
    diff = h[None, :, :] - h[:, None, :]
    shifts = np.arange(-2 * m_max, 2 * m_max + 1)
    moved = np.array([np.abs(diff + s).sum(axis=2) for s in shifts])
    return m, shifts, moved


def strip_energy(total, x, lateral, m_max, twist=0.0):
    """Free energy per row over kT; x = eps/kT, lateral(m) over kT."""
    m, shifts, moved = strip_sector(m_max, total)
    weight = np.exp(-x * np.arange(moved.max() + 1))[moved]
    if twist:
        t = np.tensordot(np.exp(1j * twist * shifts), weight, axes=1)
    else:
        t = weight.sum(axis=0)
    half = np.exp(-0.5 * lateral(m).sum(axis=1))
    return -np.log(np.linalg.eigvalsh(half[:, None] * t * half)[-1])


def strip_K(x, lateral, m_max):
    e0 = strip_energy(0, x, lateral, m_max)
    tilt = 4 * (strip_energy(1, x, lateral, m_max)
                + strip_energy(-1, x, lateral, m_max) - 2 * e0)
    rate = 8 * (strip_energy(0, x, lateral, m_max, TWIST) - e0) / TWIST**2
    return np.pi * np.sqrt(rate / tilt)


def facet_step(t):
    """Free energy per atom of a facet step over eps, t = kT/eps."""
    w = np.exp(-1 / t)
    return 1 - t * np.log((1 + w) / (1 - w))


def facet_lateral(t):
    return lambda m: np.abs(m) / t


t_test = 0.3
step_strip = t_test * (strip_energy(1, 1 / t_test, facet_lateral(t_test), 3)
                       - strip_energy(0, 1 / t_test,
                                      facet_lateral(t_test), 3))
assert abs(step_strip - facet_step(t_test)) < 1e-3
t_facet = brentq(facet_step, 0.3, 3.0)
assert abs(t_facet - 1 / np.log(1 + np.sqrt(2))) < 1e-9
t_facet_strip = brentq(lambda t: strip_K(1 / t, facet_lateral(t), 4) - 2,
                       0.6, 1.8, xtol=2e-3)
assert abs(t_facet_strip / t_facet - 1) < 0.25

# ---- worked example: (11n) faces of copper, rough typical parameters
eps = 0.13             # kink energy, eV
A = 2.0e-3             # interaction constant, eV nm
row = 0.255            # atomic row spacing, nm
A_row = A / row        # interaction energy per row at p = 1, eV


def curvature(p):
    return 6 * A_row / p**4


def roughening_T(W, C):
    def balance(kT):
        return W / kT - 0.5 * C * kink_variance(eps / kT)
    return brentq(balance, 0.03 * eps, eps) / K_B


faces = (5, 7, 9, 11, 13)
T_num = {n: roughening_T(curvature(n / 2), C_num) for n in faces}
T_bare = {n: roughening_T(curvature(n / 2), C_bare) for n in faces}
T_facet = t_facet * eps / K_B
assert all(T_num[n] < 0.4 * T_facet for n in faces)


# ---- energy of one displaced segment, from explicit configurations
def configuration_energy(u, lateral):
    along = eps * np.abs(np.roll(u, -1, axis=0) - u).sum()
    return along + lateral(np.roll(u, -1, axis=1) - u).sum()


def repulsion(p):
    return lambda m: np.where(p + m > 0, A_row / (p + m) ** 2, np.inf)


length = 10
flat = np.zeros((40, 6), dtype=int)
moved_segment = flat.copy()
moved_segment[5:5 + length, 2] = 1


def segment_cost(lateral):
    return (configuration_energy(moved_segment, lateral)
            - configuration_energy(flat, lateral))


cost_facet = segment_cost(lambda m: eps * np.abs(m))
cost_vicinal = {n: segment_cost(repulsion(n / 2)) for n in (5, 13)}
assert abs(cost_facet - (2 * length + 2) * eps) < 1e-9
pair_part = (cost_vicinal[13] - 2 * eps) / length
assert abs(pair_part / curvature(6.5) - 1) < 0.06

# ---- neglected effects for n = 5
p5, W5, T5 = 2.5, curvature(2.5), T_num[5]
kT5 = K_B * T5
K_harm = strip_K(eps / kT5, lambda m: 0.5 * W5 * m**2 / kT5, 3)
K_chain = float(K_of_U[4](W5 / kT5 / (0.5 * kink_variance(eps / kT5))))
assert abs(K_harm / K_chain - 1) < 0.04     # chain limit of the lattice


def K_full(T):
    rep = repulsion(p5)
    return strip_K(eps / (K_B * T), lambda m: rep(m) / (K_B * T), 3)


T_full = brentq(lambda T: K_full(T) - K_harm, 0.6 * T5, 1.6 * T5, xtol=0.05)
all_steps = sum(j**2 / j**4 for j in range(1, 20001))
assert abs(all_steps - np.pi**2 / 6) < 1e-4
T_all = roughening_T(W5 * all_steps, C_num)
T_weak = roughening_T(W5 / 10, C_num)
adatoms = np.exp(-4 * eps / kT5)

print(f"Gaussian log slope: lattice sum {log_slope:.4f}, "
      f"formula {log_slope_formula:.4f}")
for p, val in entropic_K.items():
    print(f"K from non-crossing alone, p={p}: {val:.3f}")
for i in (1, 2, 3, 5):
    print(f"chain K at U={grid[i]:.1f}, N=4,6,8: "
          + ", ".join(f"{K_grid[n][i]:.3f}" for n in (4, 6, 8)))
print("U where K_N=2, N=4,6,8: "
      + ", ".join(f"{U_at_K2[n]:.3f}" for n in (4, 6, 8)))
print(f"C bare: {C_bare:.3f}")
print(f"C from sizes 4,6: {C_small:.3f}; from sizes 6,8: {C_num:.3f}")
for g, f in line.items():
    print(f"line free energy (kT x kink weight per row), U={g}: "
          f"N=4 {f[0]:.4f}, N=8 {f[1]:.4f}")
print(f"facet kT_R/eps, step free energy zero: {t_facet:.4f}")
print(f"facet kT/eps where strip K_4=2: {t_facet_strip:.3f}")
print(f"input kink energy: {eps:.3f} eV")
print(f"input interaction constant A: {A * 1e3:.2f} meV nm")
print(f"input row spacing: {row:.3f} nm")
print(f"interaction energy per row at p=1: {A_row * 1e3:.3f} meV")
for n in faces:
    print(f"(1 1 {n}): spacing {n / 2 * row:.3f} nm, "
          f"W {curvature(n / 2) * 1e3:.4f} meV, "
          f"T_R {T_num[n]:.0f} K, with bare C {T_bare[n]:.0f} K")
print(f"facet T_R estimate: {T_facet:.0f} K")
print(f"facet T where strip K_4=2: {t_facet_strip * eps / K_B:.0f} K")
print(f"ratio T_R(115)/T_R(facet): {T5 / T_facet:.3f}")
print(f"ratio T_R(1 1 13)/T_R(facet): {T_num[13] / T_facet:.3f}")
print(f"10-row segment, facet: {cost_facet:.3f} eV")
for n, val in cost_vicinal.items():
    print(f"10-row segment, (1 1 {n}): {val:.4f} eV, "
          f"interaction part {(val - 2 * eps) * 1e3:.3f} meV")
print(f"kT at T_R(115): {kT5 * 1e3:.2f} meV")
print(f"kink weight exp(-eps/kT) at T_R(115): {np.exp(-eps / kT5):.4f}")
print(f"facet step free energy at T_R(115): "
      f"{eps * facet_step(kT5 / eps) * 1e3:.2f} meV per atom")
print(f"(115) K_4: lattice strip {K_harm:.3f}, chain {K_chain:.3f}")
print(f"(115) T_R, full 1/l^2 repulsion and no crossing: {T_full:.0f} K")
print(f"(115) stiffness factor from all further steps: {all_steps:.3f}")
print(f"(115) T_R, repulsion from all steps: {T_all:.0f} K")
print(f"(115) T_R, interaction ten times weaker: {T_weak:.0f} K")
print(f"(115) terrace adatoms per site at T_R: {adatoms:.1e}")
print("checks complete")
```

Output:

```
Gaussian log slope: lattice sum 0.6366, formula 0.6366
K from non-crossing alone, p=2: 4.000
K from non-crossing alone, p=3: 9.000
K from non-crossing alone, p=5: 25.001
chain K at U=1.8, N=4,6,8: 2.631, 2.597, 2.583
chain K at U=2.4, N=4,6,8: 2.161, 2.097, 2.063
chain K at U=3.0, N=4,6,8: 1.770, 1.650, 1.565
chain K at U=5.0, N=4,6,8: 0.891, 0.613, 0.423
U where K_N=2, N=4,6,8: 2.634, 2.526, 2.474
C bare: 4.935
C from sizes 4,6: 2.126; from sizes 6,8: 2.154
line free energy (kT x kink weight per row), U=1.2: N=4 0.1729, N=8 0.0867
line free energy (kT x kink weight per row), U=8.0: N=4 2.2285, N=8 2.1485
facet kT_R/eps, step free energy zero: 1.1346
facet kT/eps where strip K_4=2: 1.146
input kink energy: 0.130 eV
input interaction constant A: 2.00 meV nm
input row spacing: 0.255 nm
interaction energy per row at p=1: 7.843 meV
(1 1 5): spacing 0.637 nm, W 1.2047 meV, T_R 370 K, with bare C 318 K
(1 1 7): spacing 0.893 nm, W 0.3136 meV, T_R 292 K, with bare C 257 K
(1 1 9): spacing 1.147 nm, W 0.1148 meV, T_R 251 K, with bare C 224 K
(1 1 11): spacing 1.403 nm, W 0.0514 meV, T_R 225 K, with bare C 203 K
(1 1 13): spacing 1.657 nm, W 0.0264 meV, T_R 207 K, with bare C 188 K
facet T_R estimate: 1712 K
facet T where strip K_4=2: 1729 K
ratio T_R(115)/T_R(facet): 0.216
ratio T_R(1 1 13)/T_R(facet): 0.121
10-row segment, facet: 2.860 eV
10-row segment, (1 1 5): 0.2762 eV, interaction part 16.163 meV
10-row segment, (1 1 13): 0.2603 eV, interaction part 0.274 meV
kT at T_R(115): 31.88 meV
kink weight exp(-eps/kT) at T_R(115): 0.0170
facet step free energy at T_R(115): 128.92 meV per atom
(115) K_4: lattice strip 2.347, chain 2.342
(115) T_R, full 1/l^2 repulsion and no crossing: 405 K
(115) stiffness factor from all further steps: 1.645
(115) T_R, repulsion from all steps: 408 K
(115) T_R, interaction ten times weaker: 253 K
(115) terrace adatoms per site at T_R: 8.3e-08
checks complete
```
